# Fitting boron diffusivity-time products from blurred depth profiles without deconvolution: verification in Python

```python
"""
RESULT UNDER TEST
If diffusion is linear and uniform in depth, and both depth profiles are
blurred by the same response R, then
    measured_annealed = G_s * measured_unannealed,   s = integral of D dt,
with G_s(u) = exp(-u^2/4s)/sqrt(4 pi s). So s is fitted without deconvolution.
Symbols: s diffusivity-time product (nm^2), gain and shift (nm) of the annealed
scan, K discretized G_s, V covariance of the fit residual (counts^2).
Concentrations are in 1e18 cm^-3, depths in nm, times in s.
The annealed profiles come from a finite-volume solver, not from G_s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import cho_factor, cho_solve

# ---------- rough typical inputs, boron marker in silicon at 800 C ----------
temperature = 1073.15          # K
anneal_time = 600.0            # s
D_equilibrium = 4e-3           # nm^2/s  (4e-17 cm^2/s)
supersaturation = 250.0        # initial interstitial supersaturation
decay_time = 100.0             # s
n_intrinsic = 2.0              # 1e18 cm^-3
marker_depth, marker_peak = 150.0, 0.5
blur_sigma, blur_lead, blur_trail = 2.0, 1.0, 3.0   # nm
sensitivity, background = 4000.0, 4.0  # counts per 1e18 cm^-3, counts
true_gain, true_shift = 1.05, 0.8

fine_step = 0.5
fine = np.arange(0.0, 300.0 + fine_step / 2, fine_step)
faces = 0.5 * (fine[1:] + fine[:-1])
channel_step = 2.0
channels = np.arange(0.0, 301.0, channel_step)
fit_channels = channels[(channels >= 50) & (channels <= 250)]


def diffusivity(t):
    return D_equilibrium * (1 + supersaturation * np.exp(-t / decay_time))


true_s = D_equilibrium * (anneal_time + supersaturation * decay_time
                          * (1 - np.exp(-anneal_time / decay_time)))


def as_grown(centre=marker_depth, peak=marker_peak):
    """Main peak plus a weak tail towards the surface."""
    return peak * (np.exp(-(fine - centre)**2 / (2 * 3.0**2))
                   + 0.2 * np.exp(-(fine - centre + 6)**2 / (2 * 6.0**2)))


def anneal(profile, extrinsic=False, gradient_length=None):
    """Finite-volume diffusion with zero flux at both ends."""
    depth_factor = 1.0
    if gradient_length is not None:
        depth_factor = 1 + (faces - marker_depth) / gradient_length

    def rate(t, c):
        factor = depth_factor
        if extrinsic:
            cf = 0.5 * (c[1:] + c[:-1])
            holes = cf / 2 + np.sqrt(cf**2 / 4 + n_intrinsic**2)
            field = 1 + cf / np.sqrt(cf**2 + 4 * n_intrinsic**2)
            factor = factor * holes / n_intrinsic * field
        inflow = diffusivity(t) * factor * np.diff(c) / fine_step
        return np.diff(np.concatenate(([0.0], inflow, [0.0]))) / fine_step

    sol = solve_ivp(rate, (0, anneal_time), profile, method="LSODA",
                    t_eval=[anneal_time], rtol=1e-8, atol=1e-11,
                    lband=1, uband=1)
    assert sol.success
    return sol.y[:, -1]


offsets = np.arange(-80, 81) * fine_step


def response(sigma=blur_sigma):
    """Gaussian convolved with unequal exponentials, unit area."""
    gauss = np.exp(-offsets**2 / (2 * sigma**2))
    edges = np.where(offsets < 0, np.exp(-np.abs(offsets) / blur_lead),
                     np.exp(-np.abs(offsets) / blur_trail))
    r = np.convolve(gauss, edges, "same")
    return r / r.sum()


def blur(profile, sigma=blur_sigma):
    return np.convolve(profile, response(sigma), "same")


def counts(profile, gain=1.0, shift=0.0, stretch=1.0):
    """Expected counts in every depth channel."""
    signal = CubicSpline(fine, profile)((channels - shift) / stretch)
    return gain * (background + sensitivity * signal)


def variance(x, profile):
    mean = np.sum(x * profile) / np.sum(profile)
    return np.sum((x - mean)**2 * profile) / np.sum(profile)


def kernel(s, shift):
    """K and its derivatives with respect to s and shift."""
    u = fit_channels[:, None] - channels[None, :] - shift
    K = channel_step * np.exp(-u**2 / (4 * s)) / np.sqrt(4 * np.pi * s)
    return K, (u**2 / (4 * s**2) - 1 / (2 * s)) * K, u / (2 * s) * K


in_fit = np.isin(channels, fit_channels)


def fit(template, annealed, template_noise=True):
    """Generalized least squares for (s, gain, shift)."""
    data = annealed[in_fit]
    s, gain, shift = 60.0, 1.0, 0.0
    for _ in range(100):
        K, K_s, K_shift = kernel(s, shift)
        smooth = K @ template
        model = gain * smooth
        residual = data - model
        J = np.column_stack((gain * (K_s @ template), smooth,
                             gain * (K_shift @ template)))
        V = np.diag(np.maximum(model, 0.5))
        if template_noise:
            V = V + gain**2 * (K * template) @ K.T
        factor = cho_factor(V)
        information = J.T @ cho_solve(factor, J)
        change = np.linalg.solve(information,
                                 J.T @ cho_solve(factor, residual))
        if np.all(np.abs(change) < 1e-7 * np.array([s, 1.0, 1.0])):
            chi2 = residual @ cho_solve(factor, residual)
            return (np.array([s, gain, shift]),
                    np.sqrt(np.diag(np.linalg.inv(information))), chi2)
        s = max(s + change[0], s / 2)
        gain += change[1]
        shift += change[2]
    raise RuntimeError("fit did not converge")


# ---------- the central identity, solver against Gaussian kernel ----------
initial = as_grown()
final = anneal(initial)
blurred_initial, blurred_final = blur(initial), blur(final)
K, K_s, K_shift = kernel(true_s, 0.0)
predicted = K @ CubicSpline(fine, blurred_initial)(channels)
observed = CubicSpline(fine, blurred_final)(fit_channels)
identity_error = np.max(np.abs(predicted - observed)) / observed.max()
assert identity_error < 5e-4
assert np.max(np.abs(K.sum(axis=1) - 1)) < 1e-3   # background preserved

eps = 1e-3
fd_s = (kernel(true_s + eps, 0)[0] - kernel(true_s - eps, 0)[0]) / (2 * eps)
fd_shift = (kernel(true_s, eps)[0] - kernel(true_s, -eps)[0]) / (2 * eps)
assert np.max(np.abs(fd_s - K_s)) < 1e-6 * np.max(np.abs(K_s)) + 1e-10
assert np.max(np.abs(fd_shift - K_shift)) < 1e-5 * np.max(np.abs(K_shift))


# ---------- does blurring commute with annealing? ----------
def order_difference(profile, **physics):
    first = blur(anneal(profile, **physics))
    second = anneal(blur(profile), **physics)
    return np.max(np.abs(first - second)) / first.max()


order_linear = order_difference(initial)
order_extrinsic = order_difference(as_grown(peak=10.0), extrinsic=True)
order_gradient = order_difference(initial, gradient_length=500.0)
order_surface = order_difference(as_grown(centre=20.0))
assert order_linear < 1e-4
for broken in (order_extrinsic, order_gradient, order_surface):
    assert broken > 20 * order_linear

# ---------- noise-free fits: correct use and misuse ----------
template_mean = counts(blurred_initial)
base, base_error, _ = fit(template_mean, counts(blurred_final))
assert abs(base[0] - true_s) < 0.05
sharp_error = fit(counts(initial), counts(final))[1][0]
assert base_error[0] > sharp_error                # blur costs precision
error_no_template = fit(template_mean, counts(blurred_final), False)[1][0]

blur_variance = variance(offsets, response())
assert abs(blur_variance / (blur_sigma**2 + blur_lead**2 + blur_trail**2)
           - 1) < 0.005                           # sampled exponentials
nominal = fit(counts(initial), counts(blurred_final))[0][0]
nominal_bias = nominal - base[0]
assert abs(nominal_bias - blur_variance / 2) < 1.0  # R is not Gaussian

other_sigma = 2.5
mismatch_bias = fit(template_mean, counts(blur(final, other_sigma)))[0][0] \
    - base[0]
mismatch_formula = (other_sigma**2 - blur_sigma**2) / 2
assert abs(mismatch_bias - mismatch_formula) < 0.02

stretch = 1.01
stretch_bias = fit(template_mean, counts(blurred_final, stretch=stretch))[0][0]\
    - base[0]
stretch_formula = (stretch**2 - 1) / 2 * variance(fine, blurred_final)
assert abs(stretch_bias / stretch_formula - 1) < 0.15  # non-Gaussian shape

# ---------- neglected physics, sized on the example ----------
extrinsic_bias = fit(template_mean,
                     counts(blur(anneal(initial, extrinsic=True))))[0][0] \
    - base[0]
gradient_bias = fit(template_mean, counts(blur(
    anneal(initial, gradient_length=500.0))))[0][0] - base[0]
immobile = 0.01
immobile_bias = fit(template_mean, counts(
    (1 - immobile) * blurred_final + immobile * blurred_initial))[0][0] \
    - base[0]

migration_length = 4.0   # nm, rough mean hop range of mobile boron
k = 2 * np.pi * np.fft.rfftfreq(fine.size, fine_step)
hop_factor = np.exp(-true_s * k**2 / (1 + (k * migration_length)**2))
hopped = blur(np.fft.irfft(np.fft.rfft(initial) * hop_factor, fine.size))
hop_variance_s = (variance(fine, hopped) - variance(fine, blurred_initial)) / 2
assert abs(hop_variance_s - true_s) < 0.1
hop_fit, _, hop_misfit = fit(template_mean, counts(hopped))
hop_bias = hop_fit[0] - base[0]

debye = 1e9 * np.sqrt(11.7 * const.epsilon_0 * const.k * temperature
                      / (2 * const.e**2 * n_intrinsic * 1e24))

# ---------- noise: forward diffusion against deconvolution ----------
middle = len(fit_channels) // 2
noise_factor = np.sqrt(np.sum(K[middle]**2))
assert abs(noise_factor / np.sqrt(channel_step / np.sqrt(8 * np.pi * true_s))
           - 1) < 1e-3
k_short = np.pi / channel_step
amplification = 1 / abs(np.sum(response() * np.exp(-1j * k_short * offsets)))

# ---------- one noisy pair, then many ----------
annealed_mean = counts(blurred_final, true_gain, true_shift)
rng = np.random.default_rng(12345)
y0 = rng.poisson(template_mean).astype(float)
y1 = rng.poisson(annealed_mean).astype(float)
best, error, chi2 = fit(y0, y1)
assert abs(best[0] - true_s) < 3.5 * error[0]

# minimizing over the unknown true template reproduces r^T V^-1 r
Kb = best[1] * kernel(best[0], best[2])[0]
sd0, sd1 = np.sqrt(template_mean), np.sqrt(annealed_mean[in_fit])
design = np.vstack((np.diag(1 / sd0), Kb / sd1[:, None]))
target = np.concatenate((y0 / sd0, y1[in_fit] / sd1))
latent = np.linalg.lstsq(design, target, rcond=None)[0]
joint_minimum = np.sum((target - design @ latent)**2)
r = y1[in_fit] - Kb @ y0
V = np.diag(sd1**2) + (Kb * sd0**2) @ Kb.T
assert abs(joint_minimum / (r @ np.linalg.solve(V, r)) - 1) < 1e-8

trials = 300
results, errors, chi2s = [], [], []
for _ in range(trials):
    p, e, c = fit(rng.poisson(template_mean).astype(float),
                  rng.poisson(annealed_mean).astype(float))
    results.append(p)
    errors.append(e[0])
    chi2s.append(c)
results = np.array(results)
scatter = results[:, 0].std(ddof=1)
mc_bias = results[:, 0].mean() - true_s
freedom = len(fit_channels) - 3
assert abs(mc_bias) < 0.3 * scatter
assert abs(scatter / np.mean(errors) - 1) < 0.15
assert abs(np.mean(chi2s) - freedom) < 5
assert abs(results[:, 1].mean() - true_gain) < 0.005
assert abs(results[:, 2].mean() - true_shift) < 0.05

# ---------- report ----------
print(f"Temperature {temperature:.2f} K, anneal time {anneal_time:.0f} s")
print(f"Equilibrium D (rough) {D_equilibrium:.3f} nm^2/s")
print(f"Supersaturation {supersaturation:.0f}, decay {decay_time:.0f} s")
print(f"Marker depth {marker_depth:.0f} nm, main peak {marker_peak*1e18:.1e} cm^-3")
print(f"Blur sigma, lead, trail: {blur_sigma}, {blur_lead}, {blur_trail} nm")
print(f"Channel step {channel_step:.0f} nm, background {background:.0f} counts")
print(f"Sensitivity {sensitivity:.0f} counts per 1e18 cm^-3")
print(f"Peak expected counts: before {template_mean.max():.0f}, "
      f"after {annealed_mean.max():.0f}")
print(f"Variance of blurred profile: before {variance(fine, blurred_initial):.2f}"
      f", after {variance(fine, blurred_final):.2f} nm^2")
print(f"True Dt {true_s:.2f} nm^2 = {true_s*1e-14:.3e} cm^2")
print(f"Kernel vs solver, max error / peak {identity_error:.1e}")
print("Order of blur and anneal, max difference / peak:")
print(f"  linear, deep marker {order_linear:.1e}")
print(f"  extrinsic, main peak 1e19 cm^-3 {order_extrinsic:.1e}")
print(f"  D gradient, length 500 nm {order_gradient:.1e}")
print(f"  marker 20 nm below surface {order_surface:.1e}")
print(f"Noise-free fitted Dt {base[0]:.3f} nm^2")
print(f"Single noisy fit: Dt {best[0]:.2f} +- {error[0]:.2f} nm^2")
print(f"  = {best[0]*1e-14:.3e} +- {error[0]*1e-14:.1e} cm^2")
print(f"  gain {best[1]:.4f} +- {error[1]:.4f} (true {true_gain})")
print(f"  shift {best[2]:.3f} +- {error[2]:.3f} nm (true {true_shift})")
print(f"  chi2 {chi2:.1f} for {freedom} degrees of freedom")
print(f"Mean enhancement over equilibrium "
      f"{best[0]/(D_equilibrium*anneal_time):.1f}")
print(f"{trials} noisy pairs: bias {mc_bias:.3f} nm^2, "
      f"its standard error {scatter/np.sqrt(trials):.3f} nm^2")
print(f"  scatter {scatter:.3f}, mean predicted error {np.mean(errors):.3f} nm^2")
print(f"  mean chi2 {np.mean(chi2s):.1f}")
print(f"Predicted error: with blur {base_error[0]:.3f}, "
      f"without blur {sharp_error:.3f} nm^2")
print(f"  with blur, template noise ignored {error_no_template:.3f} nm^2")
print(f"Noise factor of forward diffusion {noise_factor:.3f}")
print(f"Deconvolution noise gain at {2*channel_step:.0f} nm wavelength "
      f"{amplification:.0f}")
print(f"Blur variance {blur_variance:.2f} nm^2, half {blur_variance/2:.2f} nm^2")
print("Shifts of fitted Dt in nm^2 (noise-free):")
print(f"  start from unblurred nominal profile {nominal_bias:+.2f}")
print(f"  annealed blur sigma {other_sigma} nm {mismatch_bias:+.3f}, "
      f"formula {mismatch_formula:+.3f}")
print(f"  depth scale +1 percent {stretch_bias:+.2f}, "
      f"formula {stretch_formula:+.2f}")
print(f"  extrinsic D and field, n_i {n_intrinsic*1e18:.0e} cm^-3 "
      f"{extrinsic_bias:+.2f}")
print(f"  D gradient, length 500 nm {gradient_bias:+.2f}")
print(f"  immobile fraction {immobile:.2f} {immobile_bias:+.2f}")
print(f"  migration length {migration_length:.0f} nm {hop_bias:+.2f}, "
      f"added chi2 {hop_misfit:.0f}")
print(f"Migration case, Dt from variances {hop_variance_s:.2f} nm^2")
print(f"Mean number of migration events {true_s/migration_length**2:.2f}")
print(f"Intrinsic Debye length {debye:.2f} nm")
print("all good")
```

Output:

```
Temperature 1073.15 K, anneal time 600 s
Equilibrium D (rough) 0.004 nm^2/s
Supersaturation 250, decay 100 s
Marker depth 150 nm, main peak 5.0e+17 cm^-3
Blur sigma, lead, trail: 2.0, 1.0, 3.0 nm
Channel step 2 nm, background 4 counts
Sensitivity 4000 counts per 1e18 cm^-3
Peak expected counts: before 1567, after 572
Variance of blurred profile: before 38.02, after 242.32 nm^2
True Dt 102.15 nm^2 = 1.022e-12 cm^2
Kernel vs solver, max error / peak 1.1e-04
Order of blur and anneal, max difference / peak:
  linear, deep marker 1.7e-08
  extrinsic, main peak 1e19 cm^-3 6.2e-03
  D gradient, length 500 nm 1.9e-03
  marker 20 nm below surface 4.7e-01
Noise-free fitted Dt 102.143 nm^2
Single noisy fit: Dt 102.87 +- 1.88 nm^2
  = 1.029e-12 +- 1.9e-14 cm^2
  gain 1.0654 +- 0.0143 (true 1.05)
  shift 0.749 +- 0.167 nm (true 0.8)
  chi2 77.6 for 98 degrees of freedom
Mean enhancement over equilibrium 42.9
300 noisy pairs: bias -0.117 nm^2, its standard error 0.106 nm^2
  scatter 1.830, mean predicted error 1.860 nm^2
  mean chi2 98.0
Predicted error: with blur 1.904, without blur 1.777 nm^2
  with blur, template noise ignored 1.834 nm^2
Noise factor of forward diffusion 0.199
Deconvolution noise gain at 4 nm wavelength 1185
Blur variance 13.96 nm^2, half 6.98 nm^2
Shifts of fitted Dt in nm^2 (noise-free):
  start from unblurred nominal profile +6.92
  annealed blur sigma 2.5 nm +1.125, formula +1.125
  depth scale +1 percent +2.37, formula +2.44
  extrinsic D and field, n_i 2e+18 cm^-3 +4.29
  D gradient, length 500 nm -0.25
  immobile fraction 0.01 -1.20
  migration length 4 nm -7.11, added chi2 72
Migration case, Dt from variances 102.15 nm^2
Mean number of migration events 6.38
Intrinsic Debye length 3.87 nm
all good
```
